# An Electron Bound to a Point Charge at an Impenetrable Interface

**Q:** A positive charge sits at the boundary between silicon and its oxide. An electron in the silicon is attracted to it, much as it would be to a donor deep in the crystal. The attraction is the same, so why should the binding energy differ?

**A:** Because the electron is not free to arrange itself around the charge in the same way. Let me fix the model first. The electron has an isotropic mass $m$, in units of the free-electron mass, and moves in the half-space $z>0$. The plane $z=0$ is an impenetrable wall, so $\psi=0$ there. A fixed charge $+e$ sits on the wall at the origin. The relative permittivity $\varepsilon$ is the same on both sides, so there are no image charges, and no other field acts. In atomic units

$$H=-\frac{1}{2m}\nabla^2-\frac{1}{\varepsilon r}.$$

Now measure length in units of $a^*=\varepsilon/m$ bohr, writing $r=(\varepsilon/m)r'$. The kinetic term gains a factor $(m/\varepsilon)^2$ and the Coulomb term a factor $m/\varepsilon$:

$$H=\frac{m}{\varepsilon^2}\left(-\frac12\nabla'^2-\frac1{r'}\right).$$

With energies in units of $\mathrm{Ha}^*=m/\varepsilon^2$ hartree, and the primes dropped, $H=-\tfrac12\nabla^2-1/r$. The wall at $z=0$ is unchanged by the scaling, so the ratio of the two binding energies cannot depend on $m$ or $\varepsilon$.

**Q:** Then take the bulk donor state and cut it in half.

**A:** The bulk state is $e^{-r}$. For a function of $r$ alone, $\nabla^2g=g''+2g'/r$, so $\nabla^2e^{-r}=(1-2/r)e^{-r}$ and

$$He^{-r}=\left(-\frac12+\frac1r-\frac1r\right)e^{-r}=-\frac12e^{-r}.$$

Its energy is $-1/2$, but it does not vanish at $z=0$. Half of it is not an allowed state. The simplest repair is to multiply by $z$ and leave the decay rate free:

$$\varphi=z\,g,\qquad g=e^{-\kappa r}.$$

The product rule gives $\nabla^2(zg)=z\nabla^2g+2\,\partial_zg$, since $\nabla^2z=0$. Here $\nabla^2g=(\kappa^2-2\kappa/r)g$ and $\partial_zg=-\kappa(z/r)g$. Therefore

$$\nabla^2\varphi=\left(\kappa^2-\frac{2\kappa}{r}-\frac{2\kappa}{r}\right)\varphi=\left(\kappa^2-\frac{4\kappa}{r}\right)\varphi,$$

$$H\varphi=\left(-\frac{\kappa^2}{2}+\frac{2\kappa-1}{r}\right)\varphi.$$

This is an eigenstate if the $1/r$ term cancels, which requires $\kappa=1/2$. The energy is then $-\kappa^2/2=-1/8$.

**Q:** You have found one state. A cleverer function might lie lower.

**A:** It cannot. The function $\varphi=ze^{-r/2}$ is positive throughout the half-space, so any real $\psi$ can be written as $\psi=\varphi f$. Start with smooth $\psi$ that vanish in a thin layer next to the wall and outside some bounded region. Finite-energy states that obey the wall condition are limits of such functions. Expanding the gradient,

$$|\nabla\psi|^2=f^2|\nabla\varphi|^2+2f\varphi\,\nabla f\cdot\nabla\varphi+\varphi^2|\nabla f|^2
=\nabla\varphi\cdot\nabla(\varphi f^2)+\varphi^2|\nabla f|^2.$$

Integrate the first term by parts. There is no surface term, because $\psi$ vanishes near every boundary:

$$\int\nabla\varphi\cdot\nabla(\varphi f^2)\,d^3r=-\int\varphi f^2\,\nabla^2\varphi\,d^3r.$$

The eigenvalue equation gives $-\nabla^2\varphi=(2/r-1/4)\varphi$. Hence

$$\frac12\int|\nabla\psi|^2d^3r=\int\left(\frac1r-\frac18\right)\psi^2d^3r+\frac12\int\varphi^2|\nabla f|^2d^3r.$$

Moving the potential term to the left leaves

$$\langle\psi|H|\psi\rangle+\frac18\langle\psi|\psi\rangle=\frac12\int\varphi^2|\nabla f|^2d^3r\ge0.$$

Equality requires constant $f$, which means $\psi\propto\varphi$. A complex $\psi$ is covered by treating its real and imaginary parts separately. So $-1/8$ is the ground-state energy. The same argument with $\varphi=e^{-r}$ in all space shows that $-1/2$ is the bulk ground state.

**Q:** Those are energies. Binding is measured from the energy of a free electron, and the wall might change that too.

**A:** In this model it does not. Far from both charge and wall, a broad wave packet has as little kinetic energy as we like and no potential energy. The continuum starts at zero in both problems, so

$$\frac{E_b(\text{interface})}{E_b(\text{bulk})}=\frac{1/8}{1/2}=\frac14.$$

A numerical solution in the half-space, using functions that vanish on the wall and are symmetric about the $z$ axis, gives $-0.125000\ \mathrm{Ha}^*$. Without the wall, the same method gives $-0.500000\ \mathrm{Ha}^*$.

**Q:** Half the space is gone and three quarters of the binding with it. Where does a quarter come from physically?

**A:** From reflection. Extend an allowed state to $z<0$ by $\psi(x,y,-z)=-\psi(x,y,z)$. The value and slope join smoothly at $z=0$, and $1/r$ is unchanged by reflection, so the extended function is a hydrogen state in all space. Conversely, a hydrogen state that is odd in $z$ satisfies the wall condition.

Under $z\to-z$ a spherical harmonic gains the factor $(-1)^{l+m_l}$, so we need $l+m_l$ odd. This excludes $1s$, which has $l=m_l=0$. The first survivor is $2p_z$, and hydrogen levels are $-1/(2n^2)$, which gives $-1/8$ at $n=2$.

For given $l$, the allowed values are $m_l=l-1,\,l-3,\dots,-(l-1)$, which are $l$ in number. Level $n$ therefore has orbital degeneracy

$$\sum_{l=0}^{n-1}l=\frac{n(n-1)}2,$$

or 1, 3 and 6 for $n=2,3,4$, before spin and valleys are counted.

**Q:** If the state must vanish at the charge, it must also be large.

**A:** It is. Put $z=r\mu$, with $0<\mu<1$. The norm integral is

$$\int z^2e^{-r}d^3r=2\pi\int_0^1\mu^2d\mu\int_0^\infty r^4e^{-r}dr=2\pi\cdot\frac13\cdot24=16\pi.$$

An extra power of $r$ changes $4!$ into $5!$, and an extra $1/r$ changes it into $3!$. An extra $\mu$ changes the angular integral from $1/3$ to $1/4$, and an extra $1/\mu$ changes it to $1/2$. Thus

$$\langle r\rangle=5,\quad\langle z\rangle=5\cdot\frac{1/4}{1/3}=\frac{15}4,\quad
\left\langle\frac1r\right\rangle=\frac14,\quad
\left\langle\frac1z\right\rangle=\frac14\cdot\frac{1/2}{1/3}=\frac38.$$

The potential energy is $-1/4$, so the kinetic energy is $-1/8+1/4=1/8$. In the bulk state these are $-1$ and $1/2$. Both are reduced fourfold: the electron gives up attraction because staying close to the charge with a node at the wall would cost too much kinetic energy.

**Q:** Give me numbers for silicon.

**A:** Take $m=0.30$ and $\varepsilon=11.7$, rough values for an isotropic stand-in for silicon. Then $a^*=11.7/0.30=39$ bohr, or 2.064 nm, and $\mathrm{Ha}^*=0.30/11.7^2$ hartree, or 0.05963 eV. The binding energies are

$$E_b(\text{bulk})=\frac{0.05963}{2}=0.0298\ \text{eV},\qquad
E_b(\text{interface})=\frac{0.05963}{8}=0.00745\ \text{eV}.$$

The latter is $2.74\times10^{-4}$ hartree. The mean distance from the charge is $5\times2.064=10.3$ nm, and the mean height above the wall is $3.75\times2.064=7.74$ nm, or 77.4 angstrom.

At 4 K, $k_BT=0.000345$ eV and the binding is about 22 times larger. At 300 K, $k_BT=0.0259$ eV and the binding is 0.29 of it. These ratios set the energy scale; the actual occupation also depends on electron density and on the number of free states.

**Q:** But oxide does not have the permittivity of silicon. You removed the images by decree.

**A:** Yes, and restoring them changes the answer. Let the permittivities be $\varepsilon_s$ in silicon and $\varepsilon_{ox}$ in oxide, and define

$$\lambda=\frac{\varepsilon_s-\varepsilon_{ox}}{\varepsilon_s+\varepsilon_{ox}}.$$

For a unit charge at height $z_0$ in silicon, let $R_1$ be the distance from the charge and $R_2$ that from its mirror point. The potentials are

$$\Phi_s=\frac1{\varepsilon_s}\left(\frac1{R_1}+\frac\lambda{R_2}\right),\qquad
\Phi_{ox}=\frac{2}{\varepsilon_s+\varepsilon_{ox}}\frac1{R_1}.$$

On the boundary $R_1=R_2=R$. The potentials match because $(1+\lambda)/\varepsilon_s=2/(\varepsilon_s+\varepsilon_{ox})$. The derivatives of $1/R_1$ and $1/R_2$ along $z$ are $+z_0/R^3$ and $-z_0/R^3$, so $\varepsilon\,\partial_z\Phi$ matches because $1-\lambda=2\varepsilon_{ox}/(\varepsilon_s+\varepsilon_{ox})$.

Two terms follow. For the fixed charge, $z_0\to0$ and its attraction is multiplied by $1+\lambda$. The electron at height $z$ sees its own image at distance $2z$. Its energy carries a factor $1/2$, because the image grows in proportion to the charge as that charge is built up. In effective units, with $\varepsilon=\varepsilon_s$,

$$V=-\frac{1+\lambda}{r}+\frac{\lambda}{4z}.$$

**Q:** One term binds and the other repels. Which wins?

**A:** Use $ze^{-\kappa r}$ as a trial function. Scaling the averages above from $\kappa=1/2$ gives $\langle1/r\rangle=\kappa/2$ and $\langle1/z\rangle=3\kappa/4$. The kinetic energy is $-\kappa^2/2+2\kappa\langle1/r\rangle=\kappa^2/2$. Therefore

$$E(\kappa)=\frac{\kappa^2}2-\kappa\left(\frac{1+\lambda}2-\frac{3\lambda}{16}\right)
=\frac{\kappa^2}2-\kappa\left(\frac12+\frac{5\lambda}{16}\right).$$

The minimum is at $\kappa=\tfrac12+\tfrac{5\lambda}{16}$, and a trial energy cannot lie below the true one. For $\lambda\ge0$ the continuum still starts at zero, so

$$E_b\ge\frac12\left(\frac12+\frac{5\lambda}{16}\right)^2.$$

For positive $\lambda$ the stronger attraction wins. For negative $\lambda$ the image alone binds the electron to the interface, so the continuum starts below zero and this bound on $E_b$ does not apply. With $\varepsilon_{ox}=3.9$, $\lambda=0.500$ and the bound is 0.0128 eV. The numerical solution gives 0.0129 eV, which is 1.73 times the image-free interface value. The quarter law needs equal permittivities.

**Q:** Silicon's mass is not isotropic either.

**A:** Take rough masses of 0.92 along the long axis of a valley and 0.19 across it, with the long axis normal to the interface. Without images, the numerical bulk and interface bindings are 0.0296 and 0.0109 eV, a ratio of 0.368.

A limit shows why a ratio above one quarter is possible. Let the normal mass grow without bound while the in-plane mass stays fixed. Since $1/r\le1/\rho$, with $\rho$ the in-plane distance, and the normal kinetic energy is not negative, neither ground state can lie below that of a two-dimensional electron in $-1/\rho$. Both approach it: a thin layer close to the plane, even one with a node at the wall, then costs vanishing kinetic energy. The ratio tends to 1.

With images and anisotropic mass together, the interface binding is 0.0176 eV, or 0.595 of the anisotropic bulk value.

**Q:** And the wall? The oxide barrier is high, not infinite.

**A:** Inside the oxide the wave decays as $e^{z/\ell}$. Continuity of $\psi$ and of $(1/m)\partial_z\psi$ gives, on the silicon side,

$$\psi=\delta\,\partial_z\psi,\qquad\delta=\ell\,\frac{m_{ox}}m.$$

This neglects the Coulomb potential and lateral motion inside the oxide. Let $\varphi$ now be the normalized hard-wall state and $\psi$ the soft-wall state. Subtract their eigenvalue equations, each multiplied by the other function, and integrate. With $\varphi=0$ on the wall,

$$(E-E_0)\int\varphi\psi\,d^3r=-\frac12\int_{z=0}\psi\,\partial_z\varphi\,dA
\simeq-\frac\delta2\int_{z=0}(\partial_z\varphi)^2dA.$$

The last form is first order in $\delta$, where $\psi\simeq\varphi$ and the overlap is 1. On the wall $(\partial_z\varphi)^2=e^{-\rho}/(16\pi)$, whose area integral is $2\pi/(16\pi)=1/8$. The shift is $-\delta/16$.

For a rough barrier of 3.1 eV and oxide mass 0.5, $\ell=0.157$ nm and $\delta=0.261$ nm, or about $0.13\,a^*$. The first-order gain in binding is $0.13\times0.05963/16=0.0005$ eV. Solving with the soft-wall condition gives a binding of 0.0080 eV, 7% above the hard-wall value.

**Q:** In a quantum dot device a gate pulls the electron against the oxide. You have no gate.

**A:** That omission matters a great deal for such a device. A force $F$ towards the wall adds $Fz$ to the energy. Far from the charge along the interface, the lowest normal motion obeys

$$-\frac12\chi''+Fz\chi=E\chi,\qquad
\chi=\mathrm{Ai}\!\left[(2F)^{1/3}\left(z-\frac EF\right)\right].$$

The first zero of the Airy function is at $-2.338$. Setting $\chi(0)=0$ gives the new continuum edge,

$$E_{\text{edge}}=2.338\,\frac{F}{(2F)^{1/3}}=2.338\left(\frac{F^2}2\right)^{1/3}.$$

Binding must be measured from here. In a very strong field the electron is pressed into a plane. The two-dimensional state $e^{-2\rho}$ satisfies

$$\left[-\frac12\left(4-\frac2\rho\right)-\frac1\rho\right]e^{-2\rho}=-2e^{-2\rho},$$

so the binding tends to $2\ \mathrm{Ha}^*$, four times the bulk value instead of a quarter of it. This is a formal limit, not a device regime: the electron layer must be much thinner than the in-plane decay length of $a^*/2$, about 1 nm, and the oxide would break down long before that.

The flat-band result needs two shifts to be small beside the binding: that of the bound level, which is $eF\langle z\rangle$ to first order, with $F$ now the electric field, and that of the continuum edge. The first-order estimate of the first shift equals the binding at 0.0096 MV/cm. The edge grows only as $F^{2/3}$, so in a weak field it is the larger shift and sets the stricter condition; at 0.0096 MV/cm it is already about 1.5 times the binding. At 0.1 MV/cm, with isotropic mass and no images, the edge is at 0.0546 eV and the binding below it is 0.0200 eV, or 0.672 of the field-free bulk value.

**Q:** So what may I say about a charge beneath a real silicon dot?

**A:** The masses, permittivities and barrier used here are roughly typical of Si/SiO$_2$, and 0.1 MV/cm is a rough figure for a gated dot. Such a device breaks the flat-band assumption: at that field the model's binding moves from 0.0075 to 0.0200 eV. Unequal permittivities and anisotropic mass together move it to 0.0176 eV at flat band. These changes are not additive, and I have not calculated them all at once. Screening by gates and other electrons, lateral confinement, valley coupling and the short-range potential of the defect are also left out. The quarter is exact for the stated model; for a biased dot it is a reference point, not an estimate of the measured binding. The numerical output below gives the separate cases.

## Computed results

```
INPUTS (rough typical values)
isotropic mass: 0.30 electron masses
relative permittivity, Si: 11.7; SiO2: 3.9
Si masses: long 0.92, transverse 0.19
barrier: 3.1 eV; oxide mass: 0.5
IDEAL MODEL
effective length a*: 2.064 nm
effective energy Ha*: 0.05963 eV
bulk level: -0.500000 Ha*; wall level: -0.125000 Ha*
binding ratio wall/bulk: 0.250000
bulk-donor binding: 0.02982 eV
interface binding: 0.00745 eV
  the same: 2.7394e-04 hartree
mean distance from charge: 10.32 nm
mean height above wall: 7.74 nm
  the same: 77.4 angstrom
degeneracies for n=2,3,4: [1, 3, 6]
NEGLECTED EFFECTS, each alone unless stated
image factor lambda: 0.500
binding with images: 0.0129 eV
  simple image estimate: 0.0128 eV
  ratio to ideal interface: 1.73
anisotropic bulk: 0.0296 eV
anisotropic interface: 0.0109 eV
  their ratio: 0.368
images + anisotropic mass: 0.0176 eV
  ratio to its bulk: 0.595
oxide decay length: 0.157 nm
soft-wall length d: 0.261 nm
binding with soft wall: 0.0080 eV
  ratio to ideal interface: 1.070
field where eF<z> equals binding: 0.0096 MV/cm
example surface field: 0.10 MV/cm
continuum edge in that field: 0.0546 eV
binding below that edge: 0.0200 eV
  ratio to ideal bulk: 0.672
kT at 4 K: 0.000345 eV; ideal binding/kT: 21.63
kT at 300 K: 0.025852 eV; ideal binding/kT: 0.29
```
